# Which density do the walkers of diffusion Monte Carlo sample?

## The argument under review

An electron moves in one dimension in a harmonic well with $\hbar\omega=1$ eV. The author runs diffusion Monte Carlo (DMC) without a guiding function and finds a mean potential energy over the walkers of 0.500 eV, which is the ground-state energy. The root-mean-square displacement of the walkers is 2.76 Å, and this is reported as the root-mean-square displacement of the electron. The reasoning has three parts:

1. The probability density of the electron is $\phi_0^2$, where $\phi_0$ is the real ground-state wave function.
2. DMC walkers settle into the ground state, so their density is $\phi_0^2$.
3. The energy comes out right, which confirms the density.

The first part is the Born rule and is sound. The other two need examination, starting from what the walkers do.

## The equation obeyed by the walkers

In atomic units the Hamiltonian is $H=-\tfrac12\,d^2/dx^2+V(x)$. In a short imaginary time $dt$ each walker takes a random step $\eta$ with mean zero and variance $dt$. It is then replaced by a number of copies whose mean is $1-(V-E_{\rm ref})\,dt$. The reference energy $E_{\rm ref}$ does not depend on $x$; it controls the size of the population.

Let $p(x,t)$ be the expected number of walkers per unit length. Walkers arriving at $x$ came from $x-\eta$, so

$$p(x,t+dt)=[1-(V-E_{\rm ref})dt]\,\langle p(x-\eta,t)\rangle_\eta .$$

Expanding, $\langle p(x-\eta)\rangle=p-\langle\eta\rangle p'+\tfrac12\langle\eta^2\rangle p''+\dots=p+\tfrac12p''\,dt+\dots$. To first order in $dt$,

$$\frac{\partial p}{\partial t}=\tfrac12p''-(V-E_{\rm ref})\,p=-(H-E_{\rm ref})\,p. \tag{1}$$

This is the Schrödinger equation in imaginary time, and the quantity that obeys it is the walker density itself. No step squares $p$.

For a confining potential, $H$ has discrete levels $E_n$ with real, normalized eigenfunctions $\phi_n$. With constant $E_{\rm ref}$,

$$p(x,t)=\sum_n c_n\,e^{-(E_n-E_{\rm ref})t}\,\phi_n(x),\qquad c_n=\int\phi_n(x)\,p(x,0)\,dx. \tag{2}$$

Relative to the ground-state term, every other term decays as $e^{-(E_n-E_0)t}$. The ground state has no nodes and can be taken positive, so $c_0>0$, and the normalized density tends to

$$\frac{\phi_0(x)}{\int\phi_0\,dx}. \tag{3}$$

A wave function can serve as a density here because it is positive and has a finite integral. A state that changes sign could not be represented in this way. If $E_{\rm ref}$ varies in time, it multiplies $p$ by a factor independent of $x$ and leaves the shape alone. In a finite population $E_{\rm ref}$ responds to the walkers' own fluctuations, so (3) is a statement about large populations and short time steps.

## The two widths for the oscillator

For $V=\tfrac12\omega^2x^2$, try $\phi_0\propto e^{-\omega x^2/2}$. Then $\phi_0'=-\omega x\phi_0$ and $\phi_0''=(\omega^2x^2-\omega)\phi_0$, so

$$H\phi_0=\left[-\tfrac12(\omega^2x^2-\omega)+\tfrac12\omega^2x^2\right]\phi_0=\tfrac{\omega}{2}\,\phi_0 .$$

A density proportional to $e^{-bx^2/2}$ is a Gaussian of variance $1/b$. For $\phi_0$ we have $b=\omega$. Squaring doubles the exponent, so for $\phi_0^2$ we have $b=2\omega$. The standard deviations are

$$\sigma[\phi_0]=\frac1{\sqrt\omega},\qquad \sigma[\phi_0^2]=\frac1{\sqrt{2\omega}} .$$

With $\omega=0.036749$ hartree, the first is $1/\sqrt{0.036749}=5.216$ bohr, or 2.760 Å. The second is smaller by $\sqrt2$: 3.689 bohr, or 1.952 Å. The author's 2.76 Å is the width of $\phi_0$; the electron's root-mean-square displacement is 1.95 Å.

A simulation shows the same separation. It used about 2000 walkers and a time step $\Delta t$ with $\omega\Delta t=0.05$. The branching weight contained the average of $V$ at the two ends of each step. The walkers were started from $\phi_0^2$, the distribution the author expects. After an initial stretch was discarded, averages were taken over 120 blocks of 80 steps; the uncertainties below are standard errors of the block means. The width was $2.760\pm0.002$ Å. The fraction of walkers with $|x|<1.952$ Å was 0.520, whereas $\phi_0^2$ places 0.683 of its probability there.

## Why the walkers do not stay at $\phi_0^2$

Equation (1) shows how the walkers leave that distribution. Insert a Gaussian $p=N(t)\,e^{-a(t)x^2/2}$. The left side is $(\dot N/N-\tfrac12\dot a\,x^2)\,p$. The right side is $[\tfrac12(a^2x^2-a)-\tfrac12\omega^2x^2+E_{\rm ref}]\,p$. The terms without $x$ fix the population. Those in $x^2$ give $\dot a=\omega^2-a^2$. For the variance $s=1/a$,

$$\dot s=-\frac{\dot a}{a^2}=1-\omega^2s^2. \tag{4}$$

The 1 is spreading by diffusion. The second term is narrowing by branching, which removes walkers from regions of high potential. They balance at $s=1/\omega$, the variance of $\phi_0$. At the variance of $\phi_0^2$, $s=1/(2\omega)$, the rate is $\dot s=1-\tfrac14=\tfrac34$, so the distribution is still widening.

If all walkers start at the origin, $s(0)=0$ and the solution of (4) is $s=\tanh(\omega t)/\omega$, because the derivative of $\tanh u$ is $1-\tanh^2u$. The walkers have the width of $\phi_0^2$ when $\tanh(\omega t)=\tfrac12$, at $\omega t=0.549$, and then pass it.

## Why the correct energy is not evidence

Integrate $H\phi_0=E_0\phi_0$ over all $x$. The kinetic term gives $-\tfrac12[\phi_0']_{-\infty}^{\infty}=0$, since a bound state in a confining well with $V$ finite at every $x$ flattens out at both ends. (Hard walls are excluded: there $\phi_0'$ does not vanish at the walls, and in a box $V=0$ inside while $E_0>0$.) Therefore

$$\frac{\int V\phi_0\,dx}{\int\phi_0\,dx}=E_0. \tag{5}$$

The mean of $V$ over unguided walkers is the total energy because their density is $\phi_0$. For the oscillator it is $\tfrac12\omega^2\cdot(1/\omega)=\omega/2$, or 0.500 eV; the simulation gave $0.4999\pm0.0007$ eV. The electron's mean potential energy is $\tfrac12\omega^2\cdot1/(2\omega)=\omega/4$, or 0.250 eV. Had the walkers been distributed as $\phi_0^2$, the author would have found 0.250 eV. The result offered in support of the second claim contradicts it.

## Does a guiding function repair the claim?

The author might reply that the calculation can be run with a guiding function $\psi_T(x)>0$. The walkers then represent $f=\psi_Tp$, where $p$ still obeys (1). To find the equation for $f$, define $v=\psi_T'/\psi_T$, so that $vf=\psi_T'p$. The product rule gives

$$f''=\psi_Tp''+2\psi_T'p'+\psi_T''p,\qquad (vf)'=\psi_T''p+\psi_T'p'.$$

Subtracting the second from half the first,

$$\tfrac12f''-(vf)'=\tfrac12\psi_Tp''-\tfrac12\psi_T''p .$$

Solve this for $\tfrac12\psi_Tp''$, insert it into $\psi_T$ times (1), and write $\psi_T''p=(\psi_T''/\psi_T)f$:

$$\frac{\partial f}{\partial t}=\tfrac12f''-(vf)'-(E_L-E_{\rm ref})f,\qquad E_L=V-\frac{\psi_T''}{2\psi_T}=\frac{H\psi_T}{\psi_T}. \tag{6}$$

The walkers diffuse, drift with velocity $v$, and branch according to the local energy $E_L$. Since $p$ tends to a multiple of $\phi_0$, $f$ tends to a multiple of $\psi_T\phi_0$, provided $c_0=\int f(x,0)\,\phi_0/\psi_T\,dx$ is finite. This can fail when $\psi_T$ decays faster than $\phi_0$: for the oscillator with $\psi_T=e^{-\alpha x^2/2}$ and $\alpha>\omega$, a Gaussian starting density must have a variance below $1/(\alpha-\omega)$.

Without branching, the stationary condition $\tfrac12f'=vf$ is solved by $f=\psi_T^2$, because $\tfrac12(\psi_T^2)'=\psi_T\psi_T'$. That is the density sampled in variational Monte Carlo. Branching turns one of the two factors $\psi_T$ into $\phi_0$ and leaves the other. Dividing $\psi_T\phi_0\propto\phi_0^2$ by $\phi_0$ shows that the author's claim holds if and only if $\psi_T\propto\phi_0$, when the answer is already known.

Take $\psi_T=e^{-\alpha x^2/2}$. The exponents add, so the walker variance is $1/(\alpha+\omega)$. For $\alpha=0.6\,\omega$ the width is $2.760/\sqrt{1.6}=2.182$ Å, between 2.520 Å for $\psi_T^2$ and 1.952 Å for $\phi_0^2$. For $\alpha=1.4\,\omega$ it is 1.782 Å, narrower than $\phi_0^2$. The sign of the error thus depends on the guiding function.

A correct energy again gives no support to the density $\phi_0^2$. Integrating by parts twice, with vanishing boundary terms,

$$\int\psi_T\phi_0E_L\,dx=\int\phi_0H\psi_T\,dx=\int\psi_TH\phi_0\,dx=E_0\int\psi_T\phi_0\,dx,$$

so the mean local energy over $\psi_T\phi_0$ is $E_0$ whatever the width of $\psi_T$. For the Gaussian $\psi_T$, $E_L=\tfrac12\alpha+\tfrac12(\omega^2-\alpha^2)x^2$; averaged over $\phi_0^2$, where $\langle x^2\rangle=1/(2\omega)$, it would give $\tfrac12\alpha+(\omega^2-\alpha^2)/(4\omega)$, which is $0.3+0.16=0.46$ eV for $\alpha=0.6\,\omega$ rather than 0.500 eV. The mean of $V$ is $\omega^2/[2(\alpha+\omega)]$, which for $\alpha=0.6\,\omega$ is $1/3.2=0.3125$ eV and not 0.250 eV.

A guided simulation with this $\alpha$ and the same settings gave a width of $2.180\pm0.001$ Å, a mean local energy of $0.4996\pm0.0002$ eV and a mean potential of $0.3118\pm0.0004$ eV. Each lies about two standard errors below its predicted value. These are one deviation and not three: here $E_L=\tfrac12\alpha+\tfrac12(\omega^2-\alpha^2)x^2$, so all three quantities follow from the same mean of $x^2$.

## A well that is not harmonic

The factor $\sqrt2$ was derived for Gaussians and does not hold in general; the densities $\phi_0$ and $\psi_T\phi_0$ were derived without assuming a harmonic well. Add a term $\kappa x^4$ with $\kappa=0.005$ eV/Å$^4$ to the well. Diagonalizing $H$ on a finite-difference grid gives a width of 2.197 Å for $\phi_0$ and 1.620 Å for $\phi_0^2$, a ratio of 1.36. Unguided walkers in this well had a width of $2.197\pm0.001$ Å. With the same Gaussian $\psi_T$ as before, the grid gives 1.898 Å for $\psi_T\phi_0$, and the guided walkers gave $1.900\pm0.001$ Å.

## How to obtain the electron's density

The missing factor can be found from the walkers' descendants. Start one unguided walker at $x_0$, so that $p(x,0)=\delta(x-x_0)$ and, by (2), $c_n=\phi_n(x_0)$. After a long time its expected number of descendants is

$$\int p\,dx\;\to\;\phi_0(x_0)\,e^{-(E_0-E_{\rm ref})t}\int\phi_0\,dx\;\propto\;\phi_0(x_0).$$

For a guided walker, $f(x,0)=\delta(x-x_0)$ means $p(x,0)=\delta(x-x_0)/\psi_T(x_0)$. The number of descendants is then proportional to $\phi_0(x_0)/\psi_T(x_0)$. Multiplying each walker density by its own weight gives

$$\phi_0\cdot\phi_0=\phi_0^2,\qquad \psi_T\phi_0\cdot\frac{\phi_0}{\psi_T}=\phi_0^2 .$$

In practice each walker carries the position $x_0$ of its ancestor, and the quantity wanted, here $x_0^2$, is averaged over the surviving descendants. The waiting time must be long compared with the decay of the excited states, but not much longer: in a finite population the survivors descend from ever fewer distinct ancestors, and the statistical error grows with the wait. For the unguided oscillator the odd states integrate to zero, so the slowest correction comes from $n=2$ and decays as $e^{-2\omega t}$.

With $\omega t=4$, for which this factor is $e^{-8}$, the harmonic simulations gave $1.961\pm0.006$ Å without guiding and $1.952\pm0.003$ Å with it, against 1.952 Å for $\phi_0^2$. In the quartic well the results were $1.620\pm0.005$ Å and $1.625\pm0.004$ Å, against 1.620 Å.

The manuscript's 2.76 Å should therefore be relabelled as the width of $\phi_0$, and the electron's displacement should be computed from the descendant-weighted positions.
